# Equilibrium field for converting nonpolar tetragonal zirconia to a polar phase, part 2

A zirconia film between two electrodes can be in a tetragonal, nonpolar phase t or a polar phase p. We seek the field \( E_{eq} \) at which the two are in equilibrium at the same voltage. SI units are used, and energies are per unit reference volume. \( E \) is the voltage per reference thickness. The polarization \( P \) along the field and the electrode charge density \( D = \varepsilon_0 E + P \) are charges per reference area, with \( \varepsilon_0 \) the vacuum permittivity.

The free-energy density \( f(P) \), at fixed temperature and stress, excludes the vacuum field energy. At zero field phase t has \( P = 0 \) and \( f = 0 \). Phase p has \( P = P_s > 0 \) and \( f = \Delta f > 0 \), and is assumed to be a local minimum of \( f \) there. At field \( E \) phase \( i \) has the polarization \( P_i(E) \), fixed by \( f_i'(P_i) = E \), and the potential \( g_i(E) = f_i(P_i(E)) - E P_i(E) \). The energy gained by conversion from t to p is

\[ \Gamma(E) = g_t(E) - g_p(E) = - \Delta f + \int_0^E \left[ P_p(E') - P_t(E') \right] dE' . \]

It vanishes at \( E_{eq} \), which gives the general equilibrium condition

\[ \Delta f = \int_0^{E_{eq}} \left[ P_p(E) - P_t(E) \right] dE . \]

Equivalently, \( E_{eq} \) is \( \Delta f \) divided by the field average of \( P_p - P_t \) from zero to \( E_{eq} \).

For linear dielectrics with susceptibilities \( \chi_t \) and \( \chi_p \) along the field,

\[ P_t = \varepsilon_0 \chi_t E , \qquad P_p = P_s + \varepsilon_0 \chi_p E . \]

With \( \kappa = \varepsilon_0 (\chi_p - \chi_t) \), the condition becomes

\[ \Delta f = P_s E_{eq} + \frac{\kappa}{2} E_{eq}^2 , \]

and the root reached on raising the field from zero is

\[ E_{eq} = \frac{2 \Delta f}{P_s + J} , \qquad J = \sqrt{P_s^2 + 2 \kappa \Delta f} . \]

Here \( J \) is the jump of polarization at \( E_{eq} \), and the average polarization difference is \( (P_s + J)/2 \). The other root is \( E = -(P_s + J)/\kappa \). With \( x = 2 \kappa \Delta f / P_s^2 \) small, \( E_{eq} \) is \( \Delta f / P_s \) times \( 1 - x/4 + x^2/8 + \dots \)

The example uses \( \Delta f = 5 \times 10^7 \) J/m³, \( \chi_t = 40 \), \( \chi_p = 25 \), and \( P_s = 0.4 \) C/m² in the first case, 0.2 C/m² in the second.

## 10. Worked example

The parameters are round model values, not measured data for zirconia: \( \Delta f = 5 \times 10^7 \) J/m³, \( P_s = 0.4 \) C/m², \( \chi_t = 40 \) and \( \chi_p = 25 \). The tetragonal phase is taken as the more polarizable one, so the correction raises the field.

With equal susceptibilities the field would be

\[ \frac{\Delta f}{P_s} = \frac{5 \times 10^7}{0.4} = 1.250 \times 10^8 \ \mathrm{V/m} . \]

For the given susceptibilities,

\[ \kappa = 8.854 \times 10^{-12} \times (25 - 40) = - 1.328 \times 10^{-10} \ \mathrm{F/m} , \]

\[ J = \sqrt{0.1600 - 0.0133} = 0.383 \ \mathrm{C/m^2} , \]

\[ E_{eq} = \frac{2 \times 5 \times 10^7}{0.400 + 0.383} = 1.277 \times 10^8 \ \mathrm{V/m} = 1.277 \ \mathrm{MV/cm} . \]

The correction is 2.2 % of \( \Delta f / P_s \). Division of \( \Delta f \) by the jump would give \( 1.305 \times 10^8 \) V/m, which misses \( E_{eq} \) by about as much on the other side. Direct numerical minimisation of the energy of capacitor and battery reproduces the field given by the formula.

In a second case the polarization along the field is halved to 0.2 C/m², as in a grain whose polar axis is tilted by 60° and whose susceptibilities are isotropic. Then

\[ J = \sqrt{0.0400 - 0.0133} = 0.1635 \ \mathrm{C/m^2} , \qquad E_{eq} = \frac{10^8}{0.3635} = 2.751 \times 10^8 \ \mathrm{V/m} . \]

This is 10 % above \( \Delta f / P_s = 2.5 \times 10^8 \) V/m. Halving \( P_s \) multiplies \( x = 2 \kappa \Delta f / P_s^2 \) by four, from \( -0.083 \) to \( -0.33 \). The first-order correction \( -x/4 \) accordingly rises from 2.1 % to 8.3 %, and higher orders supply the rest.

The effect of the change of shape can now be judged. In the first case the dielectric energy of the polar phase at \( E_{eq} \), vacuum part included, is

\[ \frac{\varepsilon_0 (1 + \chi_p) E_{eq}^2}{2} = \frac{8.854 \times 10^{-12} \times 26 \times (1.277 \times 10^8)^2}{2} \approx 1.9 \times 10^6 \ \mathrm{J/m^3} , \]

or 3.8 % of \( \Delta f \). A change of 3 % in thickness or area alters this energy by about 3 % of itself, and the equilibrium field by only about 0.1 %. The value of \( P_s \) needs more care. A polarization per actual area differs from the charge per reference area by the relative change of area. If this change is 3 %, using the wrong one shifts the field by about 3 %, which is more than the correction of 2.2 % found above.

## 11. When no field converts the film in the linear model

For \( \kappa < 0 \) the gain in the linear model is

\[ \Gamma(E) = - \Delta f + P_s E - \frac{|\kappa|}{2} E^2 . \]

Completing the square gives

\[ \Gamma(E) = \frac{P_s^2}{2 |\kappa|} - \Delta f - \frac{|\kappa|}{2} \left( E - \frac{P_s}{|\kappa|} \right)^2 . \]

The last term is never positive, so the largest gain is \( P_s^2 / (2|\kappa|) - \Delta f \). In the linear model, a range of fields in which the polar phase is stable exists only if

\[ P_s > P_{min} = \sqrt{2 |\kappa| \Delta f} . \]

This is also the condition for \( J \) to be real and nonzero. Below the limit, the induced polarization of the tetragonal phase overtakes the total polarization of the polar phase, \( P_s \) included, before the cost \( \Delta f \) has been paid. In the example,

\[ P_{min} = \sqrt{2 \times 1.328 \times 10^{-10} \times 5 \times 10^7} = 0.115 \ \mathrm{C/m^2} . \]

A numerical scan over the field finds a largest gain of \( -1.0 \times 10^6 \) J/m³ at 0.99 of this polarization and \( +1.0 \times 10^6 \) J/m³ at 1.01 of it. The sign changes as predicted.

This limit belongs to the linear model. At the threshold the gain is largest at \( P_{min}/|\kappa| \approx 8.7 \times 10^8 \) V/m, where the linear formula gives phase t an induced polarization of 0.31 C/m², almost three times \( P_s \). If the response of phase t saturates at such fields, conversion can occur at a smaller \( P_s \). It may equally soften, as it does in the Landau model of Section 14, where phase t is no longer a local minimum above \( 2.79 \times 10^8 \) V/m. A field near 9 MV/cm also lies above the usual breakdown strength of thin zirconia films, so in practice breakdown would set the limit first.

Above the limit there is a second root, at which the tetragonal phase would return. For \( P_s = 0.4 \) C/m² it lies at \( 5.9 \times 10^9 \) V/m. The linear formula would give phase t an induced polarization of \( \varepsilon_0 \chi_t E \approx 2.1 \) C/m² there, five times \( P_s \). Linear response has no justification at such a value, and the second root is no prediction for a real film.

## 12. How the field shifts

Let \( \Delta f \) change while \( P_s \) and the susceptibilities stay fixed. Differentiating \( \Delta f = P_s E_{eq} + \kappa E_{eq}^2 / 2 \) gives

\[ d(\Delta f) = (P_s + \kappa E_{eq}) \, dE_{eq} = J \, dE_{eq} , \qquad \frac{dE_{eq}}{d(\Delta f)} = \frac{1}{J} . \]

The average polarization difference sets the field, and the jump sets its shift. In the first case of the example the slope is 2.611 m²/C, both from \( 1/J \) and from numerically minimised energies.

The same jump governs the dependence on temperature \( T \). At fixed stress, each potential changes by

\[ dg_i = - s_i \, dT - P_i \, dE , \]

where \( s_i \) is the entropy density of phase \( i \) at the given field; the vacuum is taken to contribute none. Along the line of equilibrium \( dg_t = dg_p \), so

\[ (P_p - P_t) \, dE_{eq} = (s_t - s_p) \, dT , \qquad \frac{dE_{eq}}{dT} = \frac{s_t - s_p}{J} . \]

This is the Clausius–Clapeyron relation for the field. If the tetragonal phase has the larger entropy, heating raises the conversion field.

## 13. Energy stored on reversible charging

Let the film be charged from zero to \( E_{max} > E_{eq} \), with the conversion taking place at \( E_{eq} \). The work per volume is the area

\[ w = \int E \, dD . \]

Integration by parts, which remains valid across a jump of \( D \), gives

\[ w = E_{max} D(E_{max}) - \int_0^{E_{max}} D \, dE . \]

The film follows \( P_t \) below \( E_{eq} \) and \( P_p \) above it. The integral of the polarization along this path is

\[ \int_0^{E_{eq}} P_t \, dE + \int_{E_{eq}}^{E_{max}} P_p \, dE = \int_0^{E_{max}} P_p \, dE - \int_0^{E_{eq}} (P_p - P_t) \, dE . \]

By the equilibrium condition the last integral is \( \Delta f \). The vacuum part of \( D \) contributes \( \varepsilon_0 E_{max}^2 - \varepsilon_0 E_{max}^2 / 2 = \varepsilon_0 E_{max}^2 / 2 \) to \( w \). Together,

\[ w = \Delta f + \frac{\varepsilon_0 E_{max}^2}{2} + \left[ E_{max} P_p(E_{max}) - \int_0^{E_{max}} P_p \, dE \right] . \]

For a linear polar phase the bracket is

\[ P_s E_{max} + \varepsilon_0 \chi_p E_{max}^2 - P_s E_{max} - \frac{\varepsilon_0 \chi_p E_{max}^2}{2} = \frac{\varepsilon_0 \chi_p E_{max}^2}{2} , \]

and the stored energy density becomes

\[ w = \Delta f + \frac{\varepsilon_0 (1 + \chi_p) E_{max}^2}{2} . \]

The stored energy is the zero-field difference \( \Delta f \) plus the dielectric energy of the polar phase. This describes the final state, not the path: the work taken up during the jump itself is \( E_{eq} J = \Delta f + \kappa E_{eq}^2 / 2 \), which is \( 4.89 \times 10^7 \) J/m³ in the first case of the example. Neither \( P_s \) nor \( \chi_t \) appears: they determine the field at which the energy is taken up, but not its amount once the film has been converted.

For the first case of the example and \( E_{max} = 3 \times 10^8 \) V/m, the dielectric part is

\[ \frac{8.854 \times 10^{-12} \times 26 \times (3 \times 10^8)^2}{2} = 1.036 \times 10^7 \ \mathrm{J/m^3} , \]

so that \( w = 6.036 \times 10^7 \) J/m³, or 60.4 J/cm³. The numerically computed area agrees to 0.02 % of this value, within the tolerance allowed for its finite grid. The dielectric part assumes that the polar phase stays linear up to \( E_{max} \), and it is sensitive to this. In the Landau model of Section 14 the differential susceptibility of the polar phase falls from 29.8 to about 11 at this field, and the dielectric part is \( 5.8 \times 10^6 \) J/m³, less than half of the \( 1.23 \times 10^7 \) J/m³ that the linear formula gives with \( \chi_p = 29.8 \).

A real cycle loses part of this energy. Suppose that on discharge the film stays polar down to a field \( E_r \), with \( 0 \le E_r < E_{eq} \), and then returns to phase t. Between \( E_r \) and \( E_{eq} \) its charge density exceeds that of the reversible path by \( P_p - P_t \). This enlarges \( \int D \, dE \) and reduces the recovered energy to

\[ w_{out} = w - \int_{E_r}^{E_{eq}} (P_p - P_t) \, dE . \]

For \( E_r = 0 \) the integral is \( \Delta f \), and only the dielectric part, \( 1.036 \times 10^7 \) J/m³ in the example, is recovered. The large stored energy is therefore useful only if the film returns to the tetragonal phase at a positive field.

## 14. A test beyond linear response

The linear formula can be judged against a model in which both phases belong to one smooth Landau free energy,

\[ f(P) = \frac{a P^2}{2} - \frac{b P^4}{4} + \frac{c P^6}{6} . \]

Phase t is the minimum at \( P = 0 \), so \( a = 1/(\varepsilon_0 \chi_t) \). Phase p is the minimum at \( P_s \). With \( \alpha = a P_s^2 \), \( \beta = b P_s^4 \) and \( \gamma = c P_s^6 \), the conditions \( f'(P_s) = 0 \) and \( f(P_s) = \Delta f \) read

\[ \alpha - \beta + \gamma = 0 , \qquad \frac{\alpha}{2} - \frac{\beta}{4} + \frac{\gamma}{6} = \Delta f . \]

Inserting \( \beta = \alpha + \gamma \) into the second gives \( \alpha/4 - \gamma/12 = \Delta f \), hence

\[ \gamma = 3 \alpha - 12 \Delta f , \qquad \beta = 4 \alpha - 12 \Delta f . \]

The curvature at \( P_s \) fixes the susceptibility of the polar phase:

\[ \frac{P_s^2}{\varepsilon_0 \chi_p} = P_s^2 f''(P_s) = \alpha - 3 \beta + 5 \gamma = 4 \alpha - 24 \Delta f . \]

For the \( \Delta f \), \( P_s \) and \( \chi_t \) of the first case, \( \alpha = 4.518 \times 10^8 \) J/m³ and \( \chi_p = 29.8 \). This value follows from the model and replaces the 25 used before.

The equilibrium field found numerically is \( 1.282 \times 10^8 \) V/m. The linear formula with \( \chi_p = 29.8 \) gives \( 1.268 \times 10^8 \) V/m, which is 1.1 % below it, and \( \Delta f / P_s = 1.250 \times 10^8 \) V/m is 2.5 % below it. Unequal susceptibilities thus account for somewhat more than half of the shift from \( \Delta f / P_s \), and nonlinear response for the rest. Keeping the first while dropping the second is only a partial improvement here. The general integral has no such error: evaluated numerically up to the equilibrium field, it returns \( \Delta f \).

The sign of the nonlinear part follows from the next order. Let \( \delta = P_p - P_s \). Expanding \( f'(P_p) = E \) about \( P_s \) gives

\[ f''(P_s) \, \delta + \frac{f'''(P_s)}{2} \delta^2 = E , \qquad \delta \approx \varepsilon_0 \chi_p E - \frac{f'''(P_s)}{2} (\varepsilon_0 \chi_p)^3 E^2 . \]

Phase t has no term in \( E^2 \), because \( f \) is even about \( P = 0 \). Integration of the polarization difference then yields

\[ \Delta f \approx P_s E_{eq} + \frac{\kappa}{2} E_{eq}^2 - \frac{f'''(P_s)}{6} (\varepsilon_0 \chi_p)^3 E_{eq}^3 . \]

In this model \( P_s^3 f'''(P_s) = -6 \beta + 20 \gamma = 36 \alpha - 168 \Delta f \), which is positive here. The polar phase stiffens as it is polarized further, and the equilibrium field rises. This term gives the sign but not the size: alone it would raise the field by \( 2.1 \times 10^6 \) V/m, against the actual \( 1.4 \times 10^6 \) V/m, of which about a tenth comes from the softening of phase t at higher order.

The expansion also gives the orders of the errors. For small \( \Delta f \) the field is proportional to \( \Delta f \) at leading order. The term in \( E_{eq}^2 \), which \( \Delta f / P_s \) omits, therefore causes an error of order \( \Delta f^2 \), and the term in \( E_{eq}^3 \), which the linear formula omits, one of order \( \Delta f^3 \). Halving a small \( \Delta f \) in the numerical model gives the exponents 2.00 and 3.07, which approach 2 and 3 as \( \Delta f \) is reduced further.

## 15. Equilibrium field and switching fields

\( E_{eq} \) is where the two phases have equal potential. It is not the field at which a film must switch. A uniform film can remain in a phase until that phase ceases to be a local minimum, that is, until

\[ f''(P) = a - 3 b P^2 + 5 c P^4 = 0 . \]

The two positive solutions, inserted into \( E = f'(P) \), give the stability limits of uniform switching. In the Landau model the tetragonal phase persists up to \( 2.79 \times 10^8 \) V/m, and the polar phase persists down to \( -0.68 \times 10^8 \) V/m. The limits enclose \( E_{eq} \), but their midpoint, \( 1.05 \times 10^8 \) V/m, lies 18 % below it. Even in this simple model the limits do not lie symmetrically about the equilibrium field. Measured switching fields are set by nucleation and kinetics, which the model leaves out, and nothing derived here places \( E_{eq} \) at their midpoint.

The negative return limit follows from the assumptions. Phase p is a local minimum at zero field, so \( f' \) rises through zero at \( P_s \). Just below \( P_s \) it is negative, and it goes on falling, as \( P \) decreases, until \( f'' = 0 \). The limit therefore lies at a negative field.

A film that returns to the tetragonal phase at a positive field, as energy storage requires, must do so by a route outside this uniform model, for instance by nucleation of the tetragonal phase. Otherwise its polar phase is not metastable at zero field. In that case \( \Delta f \) and \( P_s \) are not properties of an existing state, and the integration has to start at some field \( E_1 \) where both phases exist:

\[ g_p(E_1) - g_t(E_1) = \int_{E_1}^{E_{eq}} \left[ P_p(E) - P_t(E) \right] dE . \]

The left side replaces \( \Delta f \), and the derivation is otherwise unchanged. The numerical output below lists the computed values for both cases of the example and for the Landau model.

## Values computed for the example and the checks

```
free-energy difference df = 5.000e+07 J/m^3
susceptibilities: chi_t = 40.0, chi_p = 25.0
full polarization: Ps = 0.400 C/m^2
  df/Ps = 1.2500e+08 V/m
  E_eq formula = 1.2771e+08 V/m = 1.2771 MV/cm
  E_eq from minimised energies = 1.2771e+08 V/m
  E_eq relative to df/Ps: +2.17 %
  jump J = 0.3830 C/m^2
  mean (Ps+J)/2 = 0.3915 C/m^2
  df/J (wrong divisor) = 1.3054e+08 V/m
half polarization: Ps = 0.200 C/m^2
  df/Ps = 2.5000e+08 V/m
  E_eq formula = 2.7513e+08 V/m = 2.7513 MV/cm
  E_eq from minimised energies = 2.7513e+08 V/m
  E_eq relative to df/Ps: +10.05 %
  jump J = 0.1635 C/m^2
  mean (Ps+J)/2 = 0.1817 C/m^2
  df/J (wrong divisor) = 3.0589e+08 V/m
second root, full polarization = 5.896e+09 V/m
smallest Ps for conversion = 0.1152 C/m^2
best polar gain at 0.99 of it = -9.965e+05 J/m^3
best polar gain at 1.01 of it = 1.004e+06 J/m^3
slope dE_eq/d(df), numerical = 2.6107 m^2/C
1/J = 2.6107 m^2/C
maximum charging field = 3.000e+08 V/m
stored energy, formula = 6.0359e+07 J/m^3 = 60.36 J/cm^3
stored energy, area E dD = 6.0349e+07 J/m^3
dielectric part of it = 1.0359e+07 J/m^3
Landau energy with the same df, full Ps and chi_t:
  resulting chi_p = 29.77
  E_eq numerical = 1.2821e+08 V/m
  E_eq linear-dielectric formula = 1.2682e+08 V/m
  df/Ps = 1.2500e+08 V/m
  integral of polarization difference = 5.00000e+07 J/m^3
  forward stability limit = 2.786e+08 V/m
  return stability limit = -6.841e+07 V/m
  midpoint of the limits = 1.051e+08 V/m
error order in df, df/Ps: 1.997
error order in df, linear formula: 3.075
```
